# Orbital Magnetization from Wave Packets and Its Slope in a Gap

Electrons of charge $-e$, with $e>0$, move independently in a two-dimensional crystal in the $xy$ plane. A uniform magnetic field $B$ points along $z$. The bands $\varepsilon_n(\mathbf k)$ are non-degenerate, with cell-periodic states $|u_{n\mathbf k}\rangle$ satisfying $H_{\mathbf k}|u\rangle=\varepsilon|u\rangle$ and $\langle u|u\rangle=1$. Spin magnetism is left out. The magnetization $M$ is the moment per area at fixed chemical potential $\mu$ and temperature $T$, in the limit $B\to0$. The band index is dropped where one band is meant, $\partial$ means $\partial/\partial\mathbf k$, and a cross product of planar vectors means its $z$ component.

## (a) What moment does a wave packet carry, and how does it shift the energy?

**Solution.** Take

$$|W\rangle=\int d^2k\,w(\mathbf k)e^{i\mathbf k\cdot\mathbf r}|u_{\mathbf k}\rangle,\qquad w=|w|e^{-i\gamma},\qquad \int d^2k\,|w|^2=1,$$

with $|w|^2$ narrow and symmetric about $\mathbf k_c$. Since $\mathbf r e^{i\mathbf k\cdot\mathbf r}=-i\partial e^{i\mathbf k\cdot\mathbf r}$, integration by parts makes $\mathbf r$ act as $i\partial$ on $w|u\rangle$. With $\boldsymbol{\mathcal A}=i\langle u|\partial u\rangle$, the centre is

$$\mathbf r_c=\partial\gamma+\boldsymbol{\mathcal A}\quad\text{at }\mathbf k_c. \tag{1}$$

The displacement $\mathbf r-\mathbf r_c$ acting on $w|u\rangle$ gives three pieces:

$$w(i\partial-\boldsymbol{\mathcal A})|u\rangle+ie^{-i\gamma}(\partial|w|)|u\rangle+w(\partial\gamma+\boldsymbol{\mathcal A}-\mathbf r_c)|u\rangle .$$

We need $\langle(\mathbf r-\mathbf r_c)\times\mathbf v\rangle$, where $\mathbf v$ acts on $|u\rangle$ as $\partial H/\hbar$ and $\langle u|\partial H|u\rangle=\partial\varepsilon$.

- The second piece gives $-\frac{i}{\hbar}\int|w|\,\partial|w|\times\partial\varepsilon=\frac{i}{2\hbar}\int|w|^2\,\partial\times\partial\varepsilon=0$.
- The third is linear in $\mathbf k-\mathbf k_c$ near the centre. It averages to zero, up to the square of the packet's width in $\mathbf k$.
- The first is $iw|\mathbf Du\rangle$, with $|\mathbf Du\rangle=|\partial u\rangle-|u\rangle\langle u|\partial u\rangle$ orthogonal to $|u\rangle$.

Differentiating $(H-\varepsilon)|u\rangle=0$ gives $\partial H|u\rangle=\partial\varepsilon|u\rangle+(\varepsilon-H)|\partial u\rangle$. The orthogonality removes the term in $\partial\varepsilon$, so

$$\langle(\mathbf r-\mathbf r_c)\times\mathbf v\rangle=-\frac i\hbar\langle\mathbf Du|\times(\varepsilon-H)|\mathbf Du\rangle=\frac i\hbar\langle\partial u|\times(H-\varepsilon)|\partial u\rangle .$$

In the last form $\mathbf D$ may be replaced by $\partial$ because $(H-\varepsilon)|u\rangle=0$. A charge $-e$ has moment $m=-\frac e2\langle(\mathbf r-\mathbf r_c)\times\mathbf v\rangle$, hence

$$m=-\frac{ie}{2\hbar}\langle\partial u|\times(H-\varepsilon)|\partial u\rangle=\frac e\hbar\,\mathrm{Im}\langle\partial_xu|(H-\varepsilon)|\partial_yu\rangle. \tag{2}$$

For the energy, write the vector potential near the packet as $\mathbf A(\mathbf r_c)+\frac12\mathbf B\times(\mathbf r-\mathbf r_c)$. The constant part only shifts momentum: if $\hbar\mathbf q$ is the canonical momentum, the band functions depend on $\hbar\mathbf k=\hbar\mathbf q+e\mathbf A(\mathbf r_c)$. The rest perturbs the energy by $e\mathbf A\cdot\mathbf v$, symmetrized. Using $(\mathbf B\times\boldsymbol\rho)\cdot\mathbf v=\mathbf B\cdot(\boldsymbol\rho\times\mathbf v)$, its mean is $\frac{eB}{2}\langle(\mathbf r-\mathbf r_c)\times\mathbf v\rangle=-mB$. Thus

$$\tilde\varepsilon=\varepsilon-mB. \tag{3}$$

## (b) How many states lie in a phase-space element?

**Solution.** We need the packet's Lagrangian $L=\langle W|i\hbar\,d/dt-H|W\rangle$. In the field the envelope is a function of $\mathbf q$. The time derivative acts on the phase $\gamma(\mathbf q,t)$ and, through $\mathbf A(\mathbf r_c)$, on $|u\rangle$:

$$\langle i\hbar\,d/dt\rangle=\hbar\partial_t\gamma+e\dot{\mathbf A}\cdot\boldsymbol{\mathcal A}.$$

Here $\partial_t\gamma=d\gamma/dt-\dot{\mathbf q}\cdot\partial\gamma$, and (1) gives $\partial\gamma=\mathbf r-\boldsymbol{\mathcal A}$, with $\mathbf r$ now denoting the centre. Dropping total derivatives and using $\hbar\dot{\mathbf k}=\hbar\dot{\mathbf q}+e\dot{\mathbf A}$, we find

$$L=\hbar\mathbf k\cdot\dot{\mathbf r}-e\mathbf A\cdot\dot{\mathbf r}+\hbar\dot{\mathbf k}\cdot\boldsymbol{\mathcal A}-\tilde\varepsilon(\mathbf k)-U(\mathbf r), \tag{4}$$

where $U$ is a slowly varying potential energy. Define the Berry curvature

$$\Omega=\partial_x\mathcal A_y-\partial_y\mathcal A_x=i\langle\partial u|\times|\partial u\rangle=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle .$$

Varying $\mathbf k$ and $\mathbf r$ in (4) gives

$$\dot{\mathbf r}=\frac1\hbar\partial\tilde\varepsilon-\dot{\mathbf k}\times\Omega\hat{\mathbf z},\qquad \hbar\dot{\mathbf k}=-\nabla U-e\dot{\mathbf r}\times\mathbf B. \tag{5}$$

The terms of (4) linear in velocities define the one-form $\hbar\mathbf k\cdot d\mathbf r-e\mathbf A\cdot d\mathbf r+\hbar\boldsymbol{\mathcal A}\cdot d\mathbf k$. Its exterior derivative is

$$\omega=\hbar(dk_x\wedge dx+dk_y\wedge dy)-eB\,dx\wedge dy+\hbar\Omega\,dk_x\wedge dk_y .$$

In canonical variables the volume $d^2R\,d^2P$ is $|\omega\wedge\omega|/2$. Since $dk_x\wedge dx\wedge dk_y\wedge dy=-dx\wedge dy\wedge dk_x\wedge dk_y$, both contributions to $\omega\wedge\omega/2$ have the same sign:

$$\tfrac12\omega\wedge\omega=-(\hbar^2+e\hbar B\Omega)\,dx\wedge dy\wedge dk_x\wedge dk_y .$$

The semiclassical rule of one state per $h^2$ of canonical volume then gives

$$\frac{D}{(2\pi)^2}d^2r\,d^2k,\qquad D=1+\frac{eB\Omega}\hbar . \tag{6}$$

This density must be conserved by the motion. With $b=eB/\hbar$, solving (5) gives

$$D\dot x=\frac{\partial_x\tilde\varepsilon+\Omega U_y}{\hbar},\quad D\dot y=\frac{\partial_y\tilde\varepsilon-\Omega U_x}{\hbar},$$

$$D\dot k_x=-\frac{U_x+b\,\partial_y\tilde\varepsilon}{\hbar},\quad D\dot k_y=\frac{-U_y+b\,\partial_x\tilde\varepsilon}{\hbar}.$$

In the phase-space divergence, the terms in $\Omega U_{xy}$ cancel, and so do those in $b\,\partial_x\partial_y\tilde\varepsilon$. The weighted flow is therefore incompressible. The treatment requires fields weak and smooth enough not to mix bands appreciably, and $D>0$.

## (c) What is the magnetization?

**Solution.** The grand potential per area is

$$F=-k_BT\sum_n\int\frac{d^2k}{(2\pi)^2}\left(1+\frac{eB\Omega_n}\hbar\right)\ln\left[1+e^{(\mu-\varepsilon_n+m_nB)/k_BT}\right]. \tag{7}$$

Replacing Landau levels by this smooth integral drops quantum oscillations. In a metal this requires $k_BT$ to stay large enough compared with the level spacing as $B\to0$. The field enters (7) twice. Differentiating the logarithm gives $f_nm_n/k_BT$, where $f_n$ is the Fermi function. Differentiating the density gives $e\Omega_n/\hbar$. Hence $M=-(\partial F/\partial B)_{\mu,T}$ is

$$M=\sum_n\int\frac{d^2k}{(2\pi)^2}\left[f_nm_n+\frac e\hbar\Omega_n\,k_BT\ln\left(1+e^{(\mu-\varepsilon_n)/k_BT}\right)\right]. \tag{8}$$

As $T\to0$ after the weak-field limit, the logarithmic factor becomes $\mu-\varepsilon_n$ for occupied states and zero for empty ones:

$$M=\sum_n\int_{\rm occ}\frac{d^2k}{(2\pi)^2}\left[m_n+\frac e\hbar\Omega_n(\mu-\varepsilon_n)\right]. \tag{9}$$

The first term adds the packets' own moments. The second arises because the field changes the number of available states.

With spinless time-reversal symmetry one may take $u_{-\mathbf k}=u_{\mathbf k}^*$. Complex conjugation reverses the imaginary parts in $m$ and $\Omega$, while the two derivative signs cancel. Both quantities are then odd in $\mathbf k$, the energy is even, and $M=0$.

## (d) How does $M$ vary with $\mu$, in a band and in a gap?

**Solution.** Because $\partial f/\partial\mu=-\partial f/\partial\varepsilon$ and the $\mu$ derivative of $k_BT\ln(1+e^{(\mu-\varepsilon)/k_BT})$ is $f$,

$$\frac{\partial M}{\partial\mu}=\sum_n\int\frac{d^2k}{(2\pi)^2}\left[-\frac{\partial f_n}{\partial\varepsilon}m_n+\frac e\hbar\Omega_nf_n\right]. \tag{10}$$

In a band the Fermi-surface moment contributes, and the curvature integral covers part of the zone, so nothing fixes the slope to an integer. In a gap with $k_BT$ far below the distance to either band edge, the first term vanishes up to activated corrections and occupied bands are full:

$$\frac{\partial M}{\partial\mu}=\frac e\hbar\frac{2\pi C}{(2\pi)^2}=C\frac eh,\qquad C=\frac1{2\pi}\sum_{\rm occ}\int d^2k\,\Omega_n. \tag{11}$$

To see that $C$ is an integer, divide the Brillouin zone into small plaquettes. The phase factor $e^{i\oint\boldsymbol{\mathcal A}\cdot d\mathbf k}$ around each one is $e^{i\Omega\,\delta^2k}$. In the product over all plaquettes, every edge is traversed once in each direction. Opposite zone edges also match, since they carry the same Bloch states up to phases that cancel in closed loops. The product is 1, so $\int d^2k\,\Omega_n$ is a multiple of $2\pi$.

The differential $dF=-S\,dT-n\,d\mu-M\,dB$, with $n$ the electron density, has equal mixed derivatives:

$$\left(\frac{\partial M}{\partial\mu}\right)_{B}=\left(\frac{\partial n}{\partial B}\right)_{\mu}=C\frac eh\quad\text{in the gap.} \tag{12}$$

The first equality holds in a metal too. In the gap, each added flux quantum $h/e$ through the sample adds $C$ electrons below $\mu$.

## (e) Why is this slope the Hall conductivity?

**Solution.** Let the field change slowly while the gap stays open. At $T=0$ the gapped bulk does not dissipate, so $\mathbf j\cdot\mathbf E=0$ for every $\mathbf E$. The conductivity is then antisymmetric: $j_x=\sigma_{xy}E_y$ and $j_y=-\sigma_{xy}E_x$. With charge density $\rho=-en$, continuity and Faraday's law give

$$\frac{\partial\rho}{\partial t}=-\sigma_{xy}(\partial_xE_y-\partial_yE_x)=\sigma_{xy}\frac{\partial B}{\partial t}.$$

Therefore

$$\sigma_{xy}=\frac{\partial\rho}{\partial B}=-e\left(\frac{\partial n}{\partial B}\right)_\mu=-e\frac{\partial M}{\partial\mu}=-C\frac{e^2}h. \tag{13}$$

This is the Streda relation, with the sign set by the conventions above.

The equations of motion supply a second route. At $B=0$, $\dot{\mathbf k}=-e\mathbf E/\hbar$, so (5) contains the transverse velocity $\dot x=-\dot k_y\Omega=(e/\hbar)E_y\Omega$. The group velocity integrates to zero over a full band. Multiplying by $-e$ and integrating gives $j_x=-(e^2/\hbar)(2\pi C/4\pi^2)E_y=-C(e^2/h)E_y$, as in (13).

## (f) What do two bands give in their gap? Evaluate a moiré model.

**Solution.** With two bands, $|\mathbf Du\rangle$ lies along the other state, of energy $\varepsilon_o$. Also $\mathrm{Im}\langle D_xu|D_yu\rangle=\mathrm{Im}\langle\partial_xu|\partial_yu\rangle=-\Omega/2$, because the subtracted term is a product of two imaginary numbers and hence real. Equation (2) becomes $m=-(e/2\hbar)(\varepsilon_o-\varepsilon)\Omega$. Inserting this in (9), with the lower band full, gives

$$M=\frac e\hbar\int\frac{d^2k}{(2\pi)^2}\Omega\left(\mu-\frac{\varepsilon+\varepsilon_o}2\right)=C\frac eh(\mu-\mu_0), \tag{14}$$

$$\mu_0=\frac{\int d^2k\,\Omega(\varepsilon+\varepsilon_o)/2}{\int d^2k\,\Omega},\qquad C\ne0.$$

When both bands are full their curvatures cancel at each $\mathbf k$, and $M=0$.

The example is a honeycomb lattice of period $a=5$ nm, with nearest-neighbour hopping 4 meV and sublattice energies $\pm1$ meV on A and B. Second-neighbour hopping on A is $1\ \mathrm{meV}\times e^{i120^\circ}$ along $a(1,0)$, $a(-\frac12,\frac{\sqrt3}2)$ and $a(-\frac12,-\frac{\sqrt3}2)$. It is complex conjugated for the reverse directions and on B. Each hopping is the matrix element $\langle\mathbf r+\mathbf d|H|\mathbf r\rangle$ itself, with a plus sign. Reversing the sign of the second-neighbour term mirrors the spectrum and reverses $C$. The B site nearest to an A site in the same cell is displaced by $a(\frac12,\frac1{2\sqrt3})$. The temperature is 2 K, or $k_BT=0.172$ meV.

The gap runs from $-2.000$ to $4.862$ meV, a width of 6.862 meV, and the lower band has $C=1$. Since $e/h=38.74$ nA/meV and $\mu_0=0.970$ meV, the mid-gap value at $\mu=1.431$ meV is

$$M=38.74\times(1.431-0.970)=17.9\ \text{nA}.$$

Nanoamperes are moment per area. This small value is the balance of $-186.7$ nA from packet moments and $+204.5$ nA from curvature. At $T=0$, $M$ rises from $-115.1$ to $150.8$ nA across the gap. The change, $6.862\times38.74=265.8$ nA, is 0.62 Bohr magnetons per moiré cell of 21.65 nm².

These results were tested without using curvature or packet moments. The lattice Hamiltonian was diagonalized with magnetic hopping phases at fluxes $\pm1/192$ and $\pm1/96$ of $h/e$ per cell, and the grand potential was differentiated numerically. The magnetization agrees with (8) to the printed 0.01 nA in the gap and also inside the bands, at $\mu=-5$ and 6 meV. In the gap, the levels give 1.000 added electron per flux quantum. At $\mu=-5$ meV, (8) and the levels both give a slope of $-0.507\,e/h$, which is not quantized. Separately, evolving the filled band in a slowly switched-on electric field gave $\sigma_{xy}=-0.998\,e^2/h$, within 0.3% of (13).

## (g) How far does the example describe a real moiré crystal?

**Solution.** The parameters are round values, not a fit. They give bandwidths of 13 meV for the lower band and 4 meV for the upper, roughly the scale of one valley of twisted bilayer MoTe₂ near four degrees of twist. The two bands stand for that valley's two highest moiré valence bands. In a two-band model their Chern numbers must be opposite; in the real crystal this, and the size of the gap, depend on the details of the moiré potential. Some continuum parameter sets give equal Chern numbers and no single-particle gap at this period. With the upper band of this valley empty there is one hole per cell. The other valley, taken as full, adds nothing in this two-band model. A quantized anomalous Hall response has been measured in this material at that filling, but the magnetizations above are model results.

Independent electrons are the weakest assumption. For a rough dielectric constant of 10, the Coulomb energy at one moiré period is 28.8 meV, about four times the model gap. It can therefore change the gap, $\mu_0$ and $M$ by as much as the values themselves or more. It may even change $C$: a partial sublattice polarization leaves $C=1$, but once the effective sublattice energies exceed $\pm4.5$ meV, with somewhat more than three quarters of the electrons on B, the gap closes and reopens with $C=0$ and zero slope. The thermodynamic relation (12) between $M$ and $n$, and the argument from continuity and Faraday's law in (13), do not use independent electrons. If the interacting bulk stays gapped, its slope is $-\sigma_{xy}/e$, and the span of $M$ across the gap is this slope times the actual gap.

Other effects can be sized with the band parameters held fixed:

- **Temperature.** At 20 K, half the gap is only about $2k_BT$, and the mid-gap slope falls to $0.55\,e/h$.
- **Finite field.** At 0.995 T the induced mid-gap magnetization is $-2.4$ nA, or 13% of the zero-field value in magnitude. The gap remains open, at 6.94 meV.
- **Spin.** One hole per cell with $g=2$ has a moment equivalent to 428 nA, more than the whole orbital change across the gap. In the gap, where the number of holes is fixed, a saturated spin moment shifts $M$ by a constant and leaves the slope alone.

Disorder, further moiré bands and the atomic-orbital moment are not included, and their effects on $M$ are not estimated here. The mid-gap value is a small difference of large terms, so $\mu_0$ and even the sign of $M$ at mid-gap should not be carried over to the real crystal; the slope in the gap is the robust result. The complete values are in the numerical output.

## Values computed for the example and the checks

```
moire period: 5.0 nm
first-neighbour hopping: 4.0 meV
second-neighbour hopping: 1.0 meV
second-neighbour phase: 120.0 deg
sublattice offset (plus/minus): 1.0 meV
temperature: 2.0 K
thermal energy: 0.1723 meV
moire cell area: 21.651 nm^2
lower band bottom: -15.042 meV
lower band top: -2.000 meV
upper band bottom: 4.862 meV
upper band top: 9.042 meV
gap: 6.862 meV
mid-gap chemical potential: 1.431 meV
Chern number, plaquettes: 1.000000
Chern number, curvature integral: 1.000000
packet moment, k width 0.10/a: -1.6249 (e/hbar) meV a^2
packet moment, k width 0.05/a: -1.6285 (e/hbar) meV a^2
packet moment, zero-width limit: -1.6298 (e/hbar) meV a^2
moment from formula, same k: -1.6298 (e/hbar) meV a^2
e/h as slope: 38.7405 nA/meV
mu = -5.00 meV, moment part of M: -40.31 nA
mu = -5.00 meV, curvature part of M: 8.92 nA
mu = -5.00 meV, M from formula: -31.39 nA
mu = -5.00 meV, M from levels in field: -31.39 nA
mu = 1.43 meV, moment part of M: -186.68 nA
mu = 1.43 meV, curvature part of M: 204.54 nA
mu = 1.43 meV, M from formula: 17.86 nA
mu = 1.43 meV, M from levels in field: 17.86 nA
mu = 6.00 meV, moment part of M: -289.56 nA
mu = 6.00 meV, curvature part of M: 362.79 nA
mu = 6.00 meV, M from formula: 73.23 nA
mu = 6.00 meV, M from levels in field: 73.23 nA
M with both bands full: 0.00000 nA
gap: dM/dmu from levels in field: 38.7404 nA/meV
gap: same slope over e/h: 1.000000
gap: added electrons per flux quantum: 1.000000
mu = -5 meV: dM/dmu over e/h, formula: -0.5074
mu = -5 meV: dN/dflux, levels in field: -0.5074
Hall conductivity sigma_xy, time evolution: -0.9977 e^2/h
chemical potential where M = 0: 0.9700 meV
M at lower gap edge, T = 0: -115.06 nA
M at upper gap edge, T = 0: 150.78 nA
change of M across gap: 265.84 nA
same change per moire cell: 0.6206 Bohr magnetons
test field at flux 1/192: 0.995 T
gap in that field: 6.941 meV
mid-gap M induced by that field: -2.362 nA
slope over e/h at mid-gap, 20 K: 0.5486
spin moment of one hole per cell (g = 2): 428.3 nA
assumed rough dielectric constant: 10
Coulomb energy at one period: 28.8 meV
```
